Maximum Coverage of Silicon (111) Sites by Upright Alkyl Chains

**Problem**

A silicon crystal is cut along a (111) plane so that each atom of the top layer is left with one broken bond, pointing straight out of the surface. Each such atom is a site to which one alkyl chain can be attached through a Si–C bond. Neighbouring sites are a = 0.384 nm apart. An upright alkyl chain in a dense layer needs an area A_c = 0.19 nm² of surface, its share of the gaps between chains included.

(a) Find the area that belongs to one site, and the number of sites per unit area.

(b) Find the largest fraction of sites that the available area allows to be covered by chains.

(c) Treat the chains as round and equal. Decide whether the fraction found in (b) can be reached if the lowest part of a chain may bend, so that its foot need not lie directly below its axis. Take this lowest part to be thin enough that feet on neighbouring sites do not hinder each other. How far sideways must the feet reach?

(d) Find the largest fraction if each round chain must instead stand rigidly above its own site.

(e) Estimate how the answer to (b) changes if the footprint is slightly different, if it leaves out the gaps, or if the chains lean by 30° from the surface normal.

The terrace is flat and so wide that its edges do not matter. The surface atoms keep the positions they have in the bulk crystal.

**Solution**

**(a) The area of one site**

Silicon has the diamond structure: a face-centred cubic lattice with two atoms per lattice point. The top layer of the cut crystal is one (111) plane of a face-centred cubic lattice. If a_Si is the edge of the cubic cell, the shortest lattice vectors in this plane are of the type

(a_Si/2)(1, −1, 0),

with length

a = (a_Si/2)√(1² + 1²) = a_Si/√2.

There are six of them in the plane, at 60° to one another, so the sites form a triangular lattice with spacing a.

Each silicon atom has four bonds in tetrahedral directions. For a top atom one bond lies along the surface normal and the other three point down into the crystal. The cut breaks the first and leaves the three others whole. There is therefore one attachment point per top atom, and counting sites is the same as counting top atoms.

Two lattice vectors of length a at an angle of 60° span a rhombus. This rhombus contains one site, since each of its four corner sites is shared among neighbouring rhombi and the shares add up to one. Its area is base times height:

A_site = a · (a sin 60°) = (√3/2) a².

With the given spacing,

A_site = 0.8660 × (0.384 nm)² = 0.1277 nm².

The density of sites is the inverse of this area:

n_site = 1/A_site = 7.83 nm⁻² = 7.83 × 10¹⁴ cm⁻².

The factor √3/2 matters. A square lattice with the same spacing would have the area a² per site, and so fewer sites on the same surface.

**(b) The area budget**

Let a terrace have N_s sites, N of which carry a chain. The covered fraction is

θ = N/N_s.

The terrace has the area N_s A_site. Chains cannot overlap, and each needs at least the area A_c. Their total need cannot exceed what is available:

N A_c ≤ N_s A_site.

Chains at the rim could lean out over the edge. For a terrace of width L this changes the count by a relative amount of order (chain diameter)/L, which vanishes for a wide terrace. Dividing both sides by the positive quantity N_s A_c gives

θ ≤ A_site/A_c = √3 a²/(2A_c).

For the given numbers,

θ_max = 0.1277 nm² / 0.19 nm² = 0.672.

**The area allows at most about 67 % of the sites to be covered.** The remaining fraction is

1 − θ_max = 0.328,

so at least about one site in three has no chain, however the chains are arranged. In densities, the chains can number at most

n_chain = 1/A_c = 5.26 nm⁻²,

and at this limit

7.83 nm⁻² − 5.26 nm⁻² = 2.57 nm⁻²

sites are left for something smaller, such as hydrogen atoms.

The formula has a natural limit. If A_c is smaller than A_site, the ratio A_site/A_c exceeds one. Area is then no longer the scarce quantity, and the number of sites sets the limit θ ≤ 1. For the alkyl chain A_c is larger than A_site, so area is what limits the coverage.

**(c) Can the bound be reached?**

The area budget says that more chains cannot fit. It does not say that this many chains can all find a site. The chains would like to stand at distances set by their own thickness, while their feet must be at distances set by the crystal.

Consider first the chains alone. Equal round chains are packed most densely when their axes form a triangular lattice. Let d be its spacing. The area per chain follows from the same rhombus as in part (a):

A_c = (√3/2) d².

Solving for d,

d = √(2A_c/√3) = √(2 × 0.19 nm²/1.732) = 0.468 nm.

This is larger than a = 0.384 nm, so the chain lattice does not match the site lattice. Now lay the chain lattice over the surface in any position and at any angle, and connect each chain to the site nearest to its axis. If no site is claimed twice, every chain has a foot of its own and the bound is reached.

The points that are nearer to a given site than to any other fill a regular hexagon around that site. Its sides lie halfway to the six neighbours, so the distance from the centre to a side is a/2. The direction to a corner makes an angle of 30° with the direction to the middle of a side. The distance from the centre to a corner is therefore

s_max = (a/2)/cos 30° = (a/2)(2/√3) = a/√3 = 0.222 nm.

Two axes that claim the same site must both lie in its hexagon. No two points of the hexagon are farther apart than two opposite corners, at the distance

2s_max = 2a/√3 = 0.443 nm.

The axes of two different chains are at least d = 0.468 nm apart. They cannot both fit into one hexagon, and so no site is claimed twice. An axis that falls on the border between two hexagons may be given to either site, since the argument includes the border.

All chains of the densest layer thus have separate feet, and none of these feet lies more than 0.222 nm from the chain axis. Turning the layer does not reduce this reach much: on a disc of radius 40 nm the largest shift is 0.221 to 0.222 nm at rotations of 0°, 7°, 17° and 30°. The number of chains per area is 1/A_c, the number of sites per area is 1/A_site, and their ratio is θ_max. Within this model the bound of part (b) is reached. The assumption of thin feet is essential here. As part (d) will show, any coverage above one third puts some feet on neighbouring sites, 0.384 nm apart, and feet as thick as the chains themselves (0.468 nm) would overlap there.

For an arbitrary angle between the lattices the argument requires d > 2a/√3. Squaring both sides, which are positive, and multiplying by √3/2 turns this into a condition on the footprint:

A_c = (√3/2) d² > (√3/2)(4a²/3) = 2a²/√3 = 0.1703 nm².

The given 0.19 nm² satisfies it. For a smaller footprint the nearest-site rule can fail at some angles, but not when the two lattices are aligned. Neighbouring axes are then separated along a direction in which the hexagon has the width a, from side to opposite side, so they cannot share a hexagon if d > a. All other pairs of axes are at least √3 d apart, which exceeds 2a/√3. With aligned lattices the bound is therefore reached for every footprint larger than A_site.

Both situations were tested by counting points in a disc of radius 40 nm. With A_c = 0.19 nm² and the chain lattice turned by 17° against the site lattice, the counted fraction was 0.672 and no foot was shared. With A_c = 0.15 nm² and a rotation of 30°, the nearest-site rule gave 504 surplus claims for one placement of the chain lattice, meaning that the chains outnumbered the different sites they had chosen by 504. Other placements give numbers close to 500.

A typical shift is smaller than the largest one. Suppose that the axes are spread evenly over the hexagons, which is reasonable when the two lattices have no short common period. The hexagon can be divided into twelve equal right triangles. Put the centre of the hexagon at the origin and let x run towards the middle of a side. One triangle then covers

0 ≤ x ≤ h, 0 ≤ y ≤ x t, with h = a/2 and t = tan 30° = 1/√3.

Its area is h²t/2. The integral of the squared distance over it is

∫₀ʰ dx ∫₀^(xt) dy (x² + y²) = ∫₀ʰ (t + t³/3) x³ dx = (h⁴/4)(t + t³/3).

Dividing by the area gives the mean square shift:

⟨s²⟩ = (h²/2)(1 + t²/3) = (h²/2)(1 + 1/9) = 5h²/9 = 5a²/36.

The root-mean-square shift is therefore

s_rms = (√5/6) a = 0.143 nm.

The count at 17° gave the same value to three decimals, which supports the assumption of even spreading for that case.

These shifts are not small on the scale of a chemical bond. Suppose that the sideways step is taken up over a height of 0.30 nm, a rough value for the lowest two bonds. The foot then leans from the normal by

arctan(0.143/0.30) ≈ 25.5°

for the root-mean-square shift, and by

arctan(0.222/0.30) ≈ 36.5°

for the largest possible one. Spread over three bonds, about 0.39 nm, the two angles are 20° and 30°. To reach sideways, a foot may turn about its bonds or bend the angles between them, and either can cost energy. The geometry contains neither this cost nor the crowding of real feet on neighbouring sites. It shows that 67 % is possible for chains with thin, flexible feet, and leaves open whether a real layer would pay the price.

**(d) Rigid chains directly above their sites**

Now each axis must stand exactly above an occupied site. The distances between axes are then distances between sites. The shortest is a = 0.384 nm. The next is the long diagonal of the rhombus,

2a cos 30° = √3 a = 0.665 nm.

The chains need d = 0.468 nm, which lies between the two:

a < d < √3 a.

Two neighbouring sites can therefore not both be occupied, while second neighbours can.

To find the largest fraction, call the two lattice vectors e₁ and e₂, at 60° to each other. For every site r, form the small triangle with corners r, r + e₁ and r + e₂. There is one such triangle per site, hence N_s triangles in all. The three corners of a triangle are neighbours of one another, so each triangle holds at most one chain. Each site is a corner of three triangles: once as r, once as r + e₁ and once as r + e₂. Adding up the chains in all triangles counts each chain three times, and so

3N ≤ N_s, or θ ≤ 1/3.

This limit can be reached. Write the sites as i e₁ + j e₂ with integers i and j, and occupy those for which i − j is a multiple of three. A step to a nearest neighbour is ±e₁, ±e₂ or ±(e₁ − e₂). It changes i − j by ±1, ±1 or ±2, none of which is a multiple of three. No two occupied sites are neighbours, and one site in three is occupied. A computer search for the largest allowed set on a periodic patch of 6 × 6 sites also gave 0.333.

**With rigid, round, upright chains the maximum is 1/3, about half of what the area budget suggests.** The word "maximum" in part (b) thus rests on the freedom of the feet to shift.

The value 0.672 is close to 2/3, which invites a simple picture: fill two of every three sites in a regular honeycomb pattern. The area budget permits this. But in that pattern occupied sites are neighbours at 0.384 nm, and round chains standing straight above them would overlap.

The two answers agree at d = a and at d = √3 a, the ends of the range in which only nearest neighbours exclude each other. If the footprint shrinks to A_site, then d = a, neighbours no longer exclude each other, and both approaches allow full coverage. If the footprint grows to 3A_site, then

d = √(2 · 3A_site/√3) = √(3a²) = √3 a,

and the area budget also gives 1/3. Between these ends the rigid limit stays at 1/3, because the crystal offers no distances between a and √3 a, while the area bound falls smoothly as 1/A_c.

**(e) How firm is the number?**

*Footprint.* At fixed a, θ_max is inversely proportional to A_c. A footprint of 0.18 nm² gives 0.709 and one of 0.20 nm² gives 0.639. Even the rounding of the footprint to two digits matters: values from 0.185 to 0.195 nm² give coverages from 0.690 down to 0.655. The third digit of 0.672 is useful only for following the arithmetic.

*Meaning of the footprint.* Suppose that 0.19 nm² were the bare cross-section of a round rod, without the gaps. The rod diameter D would follow from πD²/4 = A_c:

D = √(4A_c/π) = 0.492 nm.

In the densest packing each rod then occupies

(√3/2) D² = (√3/2)(4A_c/π) = (2√3/π) A_c,

which is more than A_c. The bound is multiplied by the inverse factor π/(2√3) and becomes 0.610. Since D is larger than 0.443 nm, the argument of part (c) still holds and this bound too can be reached with shifted feet. Since D is smaller than 0.665 nm, the rigid limit remains 1/3.

*Tilt.* Let all chains lean in the same direction by an angle t from the normal, and keep their packing across the axis unchanged. The surface cuts each chain obliquely. Lengths in the surface along the direction of lean are stretched by 1/cos t, and lengths at right angles to it are unchanged. The area taken from the surface is therefore A_c/cos t, and the bound becomes

θ_max(t) = (A_site/A_c) cos t.

For t = 30° the area per chain rises to 0.219 nm² and the bound falls to 0.582. Upright chains are the most favourable case.

**Comparison with real layers**

Layers of this kind are made by attaching long alkyl chains to hydrogen-terminated Si(111). The spacing of 0.384 nm is that of the real crystal, and 0.19 nm² is close to the rough cross-section of a straight hydrocarbon chain in a dense solid. Coverages near one half have been reported for long chains. Such a value lies below the area bound of 0.67 and above the rigid limit of 0.33, so neither extreme would describe such a layer fully. Real chains are not round rods, their feet can bend at a cost, and they can lean. Of the effects sized here, the freedom of the feet is the largest: removing it altogether takes the maximum from 0.67 to 0.33, whereas a 30° tilt takes it to 0.58. This ranks the limits of the model and does not identify what sets the coverage of a real layer. A straight zigzag chain whose Si–C bond points along the normal leans by half the difference between 180° and the bond angle, about 33° to 35°. This lean alone lowers the area bound to about 0.55, and an upright chain needs its lowest bond bent away from the normal. The calculation also leaves out the course of the reaction. Chains that attach at random places and cannot move afterwards may block sites that a better arrangement would have used. The area bound is thus a ceiling for judging a measured coverage, and not a prediction of it: it holds for chains with this footprint on a flat terrace, and a reported value well above 0.67 would point to a smaller footprint, a rough surface, material that is not bonded to the sites or an error in the measurement.

The main values used above are listed in the numerical output.

Computed values

```
Input site spacing: 0.384 nm
Input chain footprint: 0.19 nm^2
Site spacing from silicon crystal: 0.3840 nm
Broken bonds per top atom: 1
Area per site: 0.1277 nm^2
Area per site from built crystal: 0.1277 nm^2
Site density: 7.83 nm^-2
Site density, converted: 7.83e+14 cm^-2
Maximum chain density: 5.26 nm^-2
Maximum chain density, converted: 5.26e+14 cm^-2
Maximum covered fraction: 0.672
Maximum covered fraction, converted: 67.2 %
Fraction without a chain: 0.328
Density without a chain: 2.57 nm^-2
Radius of counted patch: 40 nm
Covered fraction counted on patch: 0.672
Shared feet on patch: 0
Distance between chain axes: 0.468 nm
Largest width of site cell: 0.443 nm
Smallest footprint for safe attachment: 0.1703 nm^2
Test footprint below this limit: 0.15 nm^2
Shared feet at test footprint: 504
Largest possible foot shift: 0.222 nm
Rms foot shift, formula: 0.143 nm
Rms foot shift, counted: 0.143 nm
Second-neighbour site distance: 0.665 nm
Maximum fraction with rigid feet: 0.333
Rod diameter if footprint excludes gaps: 0.492 nm
Maximum fraction if footprint excludes gaps: 0.610
Maximum fraction at footprint 0.18 nm^2: 0.709
Maximum fraction at footprint 0.20 nm^2: 0.639
Example tilt from normal: 30 degrees
Surface area per tilted chain: 0.219 nm^2
Maximum fraction at this tilt: 0.582
Rough height taking up foot shift: 0.30 nm
Foot lean at rms shift: 26 degrees
Foot lean at largest possible shift: 36 degrees
```
